**Ultrasoft Wannier functions in a model chain: S-orthonormality and Marzari–Vanderbilt moments**

With K(x) the augmented density operator built from projectors β_i and augmentation functions Q_ij (moments q, d, s), S = ∫K dx and ρ_n = ⟨w_n0|K|w_n0⟩, the Wannier functions w_nR are S-orthonormal, and the Marzari–Vanderbilt centres, spreads and Ω_I built from the overlaps M(k,b) tend to moments of the augmented densities with O(b²) error. The program computes M from plane-wave coefficients and analytic Q(b), and overlaps and moments by real-space quadrature, for two bands of a one-dimensional chain. It asserts S-orthonormality and ⟨w_mR|K_b|w_n0⟩ = mean of e^{ikRa}M in a smooth and a random gauge, the fourfold error reduction on mesh doubling, the extrapolated limits, the b²⟨x⁴⟩/12 error of the linear form, covariance under a lattice shift, and the limits of the sine and cosine sums for an eight-vector shell in three dimensions. It also asserts the q, d, s decomposition of the moments, the offsets from point augmentation, the three-term Berry connection, the non-unitarity term Δ by two routes, and the gauge-independent change of the total spread when Q is widened. The output shows centres of 1.535045 and 3.958622 bohr, spreads of 0.310301 and 0.351968 bohr², Ω_I = 0.662072 bohr² and Δ = 0.027526 bohr². Widening Q from 0.4 to 0.6 bohr leaves the centres fixed and raises the total spread by 0.071743 bohr².

## Verification by program

```python
# Ultrasoft Wannier functions in a 1D model chain (Hartree atomic units).
# K(x)=|x><x|+sum_R Q_ij(x-tau-Ra)|beta_i^R><beta_j^R|, S=int K dx, H psi = E S psi.
# w_nR=(1/N) sum_k exp(-ikRa) psi_nk, rho_n(x)=<w_n0|K(x)|w_n0>, P_i=<beta_i|psi>.
# M_mn(k,b)=<u_mk|u_n,k+b>+sum Q_ij(b) P*_i P_j ; q,d,s = moments 0,1,2 of Q about tau.
# Under test: <w_m0|S|w_nR>=delta; <w_mR|K_b|w_n0>=mean_k exp(ikRa) M; Marzari-Vanderbilt
# (MV) centres, spreads, Omega_I tend to moments of rho with O(b^2) error.
# k-space side: plane waves, analytic transforms. Real-space side: grid quadrature.
import numpy as np
from scipy.linalg import eigh
from scipy.stats import unitary_group
from scipy.constants import physical_constants as pc
ang = pc['Bohr radius'][0]*1e10
a, tau, xB, V0, wV = 6.0, 1.5, 4.0, 3.0, 0.7
sb, st, sQ1, sQ2 = 0.5, 0.7, 0.4, 0.6
qss, qpp, dsp = 0.6, 0.4, 0.15
D = np.diag([-1.0, -0.2]); qm = np.diag([qss, qpp]); dm = np.array([[0, dsp], [dsp, 0]])
G = 2*np.pi/a*np.arange(-24, 25); dG = G[:, None]-G[None, :]
Vm = -V0*wV*np.sqrt(2*np.pi)/a*np.exp(-dG**2*wV**2/2)*(np.exp(-1j*dG*tau)+np.exp(-1j*dG*xB))
def gft(q, s): return (np.pi*s*s)**-0.25*s*np.sqrt(2*np.pi)*np.exp(-q*q*s*s/2)
def states(k):
    q = k+G; ph = np.exp(-1j*q*tau)/np.sqrt(a); g = gft(q, sb)*ph
    B = np.stack([g, -1j*np.sqrt(2)*sb*q*g], 1)
    By = np.stack([-1j*q*sb**2*g, np.sqrt(2)*sb*(1-q*q*sb*sb)*g], 1)  # (x-tau)*beta
    S = np.eye(len(G))+B@qm@B.conj().T
    E, V = eigh(np.diag(q*q/2)+Vm+B@D@B.conj().T, S)
    T = np.stack([gft(q, st)*np.exp(-1j*q*x0) for x0 in (tau, xB)], 1)/np.sqrt(a)
    u, sv, vh = np.linalg.svd(V[:, :2].conj().T@S@T); C = V[:, :2]@u@vh
    return dict(E=E, V=V, B=B, By=By, S=S, C=C, P=B.conj().T@C, sv=sv[-1])
def Qb(b, s):  # s=None: point augmentation q*exp(-i b tau)
    if s is None: return qm*np.exp(-1j*b*tau)
    return np.array([[qss, -1j*dsp*b], [-1j*dsp*b, qpp*(1-b*b*s*s)]])*np.exp(-b*b*s*s/2-1j*b*tau)
mesh = {N: [states(2*np.pi*j/(N*a)) for j in range(N)] for N in (8, 16, 32, 64, 128)}
def gauge(N, U=None):
    U = U if U is not None else [np.eye(2)]*N
    return [m['C']@u for m, u in zip(mesh[N], U)], [m['P']@u for m, u in zip(mesh[N], U)]
def nb(C, j, s):  # coefficients at k+s*b in the periodic gauge
    N = len(C); c = C[(j+s) % N]; o = np.zeros_like(c)
    if j+s == N: o[:-1] = c[1:]; return o
    if j+s < 0: o[1:] = c[:-1]; return o
    return c
def overlaps(C, P, sq):
    N = len(C); b = 2*np.pi/(N*a)
    return {s: np.array([C[j].conj().T@nb(C, j, s)+P[j].conj().T@Qb(s*b, sq)@P[(j+s) % N]
                         for j in range(N)]) for s in (1, -1)}
def mv(N, sq, U=None):  # centres(2), <x^2>(2), spreads(2), Omega_I
    M = overlaps(*gauge(N, U), sq); b = 2*np.pi/(N*a); w = 1/(2*b*b); c = x2 = OI = 0
    for s in (1, -1):
        d = np.einsum('kii->ki', M[s]); ph = np.angle(d)
        c = c-w*s*b*ph.mean(0); x2 = x2+w*(1-abs(d)**2+ph**2).mean(0)
        OI += w*(2-(abs(M[s])**2).sum((1, 2))).mean()
    return np.concatenate([c, x2, x2-c*c, [OI]])
def rich(f): return (4*f(128)-f(64))/3
# ---------- real space, N=32 ----------
N, ng = 32, 64; L = N*ng; dx = a/ng; b = 2*np.pi/(N*a); ks = b*np.arange(N)
x = dx*np.arange(L); x = np.where(x >= N*a/2+a/2, x-N*a, x)
Rs = np.arange(-N//2+1, N//2+1); X = tau+Rs*a
y = (x[None, :]-X[:, None]+N*a/2) % (N*a)-N*a/2
bs = (np.pi*sb*sb)**-0.25*np.exp(-y*y/(2*sb*sb)); beta = np.stack([bs, np.sqrt(2)*y/sb*bs], 1)
def Qreal(s):
    g = np.exp(-y*y/(2*s*s))/np.sqrt(2*np.pi*s*s); o = dsp*y/s**2*g
    return np.stack([np.stack([qss*g, o], 1), np.stack([o, qpp*y*y/s**2*g], 1)], 1)
Q1, Q2 = Qreal(sQ1), Qreal(sQ2)
def wann(C):
    F = np.zeros((2, L), complex)
    for j in range(N): F[:, (j+N*np.arange(-24, 25)) % L] = C[j].T
    return np.fft.ifft(F, axis=1)*L/(N*np.sqrt(a))
def proj(f): return np.einsum('ril,nl->nri', beta, f)*dx
def bare(f, g, F): return (f.conj()*F)@g.T*dx
def elem(f, g, F, QF): return bare(f, g, F)+np.einsum('mri,rij,nrj->mn', proj(f).conj(), QF, proj(g))
def cell(f, R): return np.roll(f, ng*R, axis=1)
def quad(P, A): return np.einsum('nri,rij,nrj->n', P.conj(), A*np.ones((N, 2, 2)), P).real
one = np.ones(L); eb = np.exp(-1j*b*x); q0 = Q1@one*dx; Qe = Q1@eb*dx
gap = min(m['E'][2] for m in mesh[128])-max(m['E'][1] for m in mesh[128])
smin = min(m['sv'] for m in mesh[128]); assert gap > 0.2 and smin > 0.3
assert max(abs(m['C'][[0, -1]]).max() for m in mesh[128]) < 1e-9
Ur = list(unitary_group.rvs(2, size=N, random_state=1)); eS = eZ = 0
for U in (None, Ur):
    C, P = gauge(N, U); f = wann(C); M = overlaps(C, P, sQ1)
    assert abs(M[1].conj().transpose(0, 2, 1)-np.roll(M[-1], -1, 0)).max() < 1e-12
    for R in range(N):
        eS = max(eS, abs(elem(f, cell(f, R), one, q0)-np.eye(2)*(R == 0)).max())
        eZ = max(eZ, abs(elem(cell(f, R), f, eb, Qe)-np.einsum('k,kmn->mn', np.exp(1j*ks*R*a), M[1])/N).max())
assert eS < 1e-11 and eZ < 1e-11
w = wann(gauge(N)[0]); Pw = proj(w)
def dens(Q): return abs(w)**2+np.einsum('nri,rijl,nrj->nl', Pw.conj(), Q, Pw).real
rho = dens(Q1); assert rho.min() > -1e-14 and abs(rho[:, abs(x-3) > 80]).max() < 1e-14
m0, m1, m2, m4 = (rho@x**p*dx for p in (0, 1, 2, 4)); assert abs(m0-1).max() < 1e-11
b0, b1, b2 = (abs(w)**2@x**p*dx for p in (0, 1, 2))
O1 = bare(w, cell(w, -1), one); assert abs(O1).max() > 1e-4
s1, s2 = (np.diag([qss*s*s, 3*qpp*s*s]) for s in (sQ1, sQ2)); Xc = X[:, None, None]
assert abs(b1+quad(Pw, Xc*qm+dm)-m1).max() < 1e-11
assert abs(b2+quad(Pw, Xc**2*qm+2*Xc*dm+s1)-m2).max() < 1e-10
Qx = Q1@x*dx; OI = m2.sum()-sum((abs(elem(cell(w, R), w, x, Qx))**2).sum() for R in Rs)
ref = np.concatenate([m1, m2, m2-m1**2, [OI]]); tab = {n: mv(n, sQ1) for n in mesh}
ratio = (tab[64]-ref)/(tab[128]-ref); ext = (4*tab[128]-tab[64])/3
assert abs(ratio-4).max() < 0.1 and abs(ext-ref).max() < 2e-6
bf = 2*np.pi/(128*a); Z = np.einsum('kii->i', overlaps(*gauge(128), sQ1)[1])/128
lin = (m2-2*(1-Z.real)/bf**2)/bf**2; assert abs(lin/(m4/12)-1).max() < 1e-3
sh = mv(N, sQ1, [np.exp(-2j*k*a)*np.eye(2) for k in ks])
assert abs(sh[:2]-tab[N][:2]-2*a).max() < 1e-9 and abs(sh[4:]-tab[N][4:]).max() < 1e-8
assert abs(mv(N, sQ1, Ur)[6]-tab[N][6]) < 1e-9
pt = rich(lambda n: mv(n, None)); dterm = quad(Pw, dm); sterm = quad(Pw, 2*Xc*dm+s1)
assert abs(m1-pt[:2]-dterm).max() < 2e-6 and abs(m2-pt[2:4]-sterm).max() < 2e-6
assert abs(dterm).max() > 1e-4
h = 1e-4; A = np.zeros((3, 2), complex)
for k, m in zip(ks, mesh[N]):
    dC = (states(k+h)['C']-states(k-h)['C'])/(2*h); C, P = m['C'], m['P']
    A += np.array([np.diag(t) for t in (1j*C.conj().T@m['S']@dC,
                   -P.conj().T@qm@m['By'].conj().T@C, P.conj().T@dm@P)])/N
assert abs(A.sum(0)-m1).max() < 1e-6
def defect_k(n, sq):  # sum_b w_b (1 - sum over ALL bands |M_mn|^2), summed over n
    C, P = gauge(n); bb = 2*np.pi/(n*a); t = 0
    for s in (1, -1):
        for j, m in enumerate(mesh[n]):
            v = nb(C, j, s)+m['B']@Qb(s*bb, sq)@P[(j+s) % n]
            t += (2-(abs(m['V'].conj().T@v)**2).sum())/(2*bb*bb*n)
    return t
Bm = beta.reshape(2*N, L); W = np.linalg.inv(np.kron(np.eye(N), np.linalg.inv(qm))+Bm@Bm.T*dx)
def defect_x(Q):  # <(x^2)_K> - <x_K S^-1 x_K>, S^-1 by the Woodbury identity
    f = x*w+np.einsum('ril,rij,nrj->nl', beta, Q@x*dx, Pw); p = f@Bm.T*dx
    return (dens(Q)@x**2*dx).sum()-(abs(f)**2).sum()*dx+np.einsum('na,ab,nb->', p.conj(), W, p).real
dk = [rich(lambda n: defect_k(n, s)) for s in (sQ1, sQ2)]; dr = [defect_x(Q1), defect_x(Q2)]
assert abs(np.array(dk)-dr).max() < 2e-6 and max(map(abs, dr)) > 1e-2 and OI-dr[0] > 0
wide = rich(lambda n: mv(n, sQ2)); ds = quad(Pw, s2-s1)
assert abs(wide[:2]-m1).max() < 2e-6 and abs(wide[4:6]-ref[4:6]-ds).max() < 2e-6
th = 0.5; rot = np.array([[np.cos(th), -np.sin(th)], [np.sin(th), np.cos(th)]])
r1, r2 = (rich(lambda n: mv(n, s, [rot]*n)) for s in (sQ1, sQ2))
dOr = r2[4:6].sum()-r1[4:6].sum()
assert abs(dOr-ds.sum()) < 5e-6 and abs(wide[6]-OI-ds.sum()) < 5e-6
r = np.array([0.7, -1.1, 0.4]); e3 = []  # 3D shell of 8 vectors, w_b = 3/(8 b^2)
for t in (0.02, 0.01):
    bv = t*np.array([[i, j, l] for i in (1, -1) for j in (1, -1) for l in (1, -1)]); wb = 3/(8*3*t*t)
    assert abs(wb*np.sin(bv@r)@bv-r).max() < 3*t*t
    e3.append(wb*2*(1-np.cos(bv@r)).sum()-r@r)
assert abs(e3[0]/e3[1]-4) < 1e-2 and abs(e3[1]) < 1e-3
def pr(t, v, u, f='%.6f'): print(t, ' '.join(f % z for z in np.atleast_1d(v)), u)
pr('a, tau, xB:', [a, tau, xB], 'bohr', '%.2f'); pr('V0, Dss, Dpp:', [V0, D[0, 0], D[1, 1]], 'Ha', '%.2f')
pr('widths well, beta, trial, Q1, Q2:', [wV, sb, st, sQ1, sQ2], 'bohr', '%.2f')
pr('qss, qpp:', [qss, qpp], '', '%.2f'); pr('dsp:', dsp, 'bohr', '%.2f')
pr('sss spp (Q1), sss spp (Q2):', [s1[0, 0], s1[1, 1], s2[0, 0], s2[1, 1]], 'bohr^2', '%.3f')
print('plane waves', len(G), ', grid points per cell', ng, ', real-space N', N)
pr('gap above band 2:', gap, 'Ha', '%.4f'); pr('min projection singular value:', smin, '', '%.4f')
pr('max error S-orthonormality, K_b identity:', [eS, eZ], '', '%.1e')
print('pairs below are (w1, w2)')
i0 = list(Rs).index(0)
pr('P_s home cell (real):', Pw[:, i0, 0].real, ''); pr('P_p home cell (real):', Pw[:, i0, 1].real, '')
pr('bare norm:', b0, ''); pr('augmentation charge:', quad(Pw, qm), '')
pr('bare <w1,0|w2,0>, <w1,0|w2,-1>, <w1,0|w1,-1>:', [bare(w, w, one)[0, 1].real, O1[0, 1].real, O1[0, 0].real], '')
pr('int x|w|^2:', b1, 'bohr'); pr('X q term:', quad(Pw, Xc*qm), 'bohr'); pr('d term:', dterm, 'bohr')
pr('centre int x rho:', m1, 'bohr'); pr('centre:', m1*ang, 'angstrom')
pr('int x^2|w|^2:', b2, 'bohr^2'); pr('X^2 q term:', quad(Pw, Xc**2*qm), 'bohr^2')
pr('2Xd term:', quad(Pw, 2*Xc*dm), 'bohr^2'); pr('s term:', quad(Pw, s1), 'bohr^2')
pr('int x^2 rho:', m2, 'bohr^2'); pr('spread:', ref[4:6], 'bohr^2'); pr('spread:', ref[4:6]*ang**2, 'angstrom^2')
pr('Omega, Omega_I from moments:', [ref[4:6].sum(), OI], 'bohr^2')
print('MV: N | b (1/bohr), centres (bohr), spreads, Omega_I (bohr^2)')
for n in tab: pr('%3d |' % n, np.r_[2*np.pi/(n*a), tab[n][[0, 1, 4, 5, 6]]], '')
pr('extrapolated:', ext[[0, 1, 4, 5, 6]], ''); pr('error ratio 64/128:', ratio[[0, 1, 4, 5, 6]], '', '%.3f')
pr('linear form error/b^2:', lin, 'bohr^4', '%.4f'); pr('<x^4>/12:', m4/12, 'bohr^4', '%.4f')
pr('N=32 shifted by 2 cells, centres:', sh[:2], 'bohr'); pr('  spreads:', sh[4:6], 'bohr^2')
pr('point-Q MV centres:', pt[:2], 'bohr'); pr('point-Q MV spreads:', pt[4:6], 'bohr^2')
for t, v in zip(('i<u|S du>', '-q P*<beta|x-tau|psi>', 'd P*P'), A): pr('Berry ' + t + ' (real):', v.real, 'bohr')
pr('Berry sum:', A.sum(0).real, 'bohr')
pr('defect Delta k-space (Q1, Q2):', dk, 'bohr^2'); pr('defect Delta real space (Q1, Q2):', dr, 'bohr^2')
pr('interband part Omega_I - Delta (Q1):', OI-dr[0], 'bohr^2')
pr('Q2 centres:', wide[:2], 'bohr'); pr('Q2 spreads:', wide[4:6], 'bohr^2'); pr('sum ds P*P:', ds, 'bohr^2')
pr('rotation angle of second gauge:', th, 'rad', '%.2f'); pr('rotated gauge Omega (Q1):', r1[4:6].sum(), 'bohr^2')
pr('dOmega formula, rotated gauge, dOmega_I:', [ds.sum(), dOr, wide[6]-OI], 'bohr^2')
print('success')
```

Printed output:

```
a, tau, xB: 6.00 1.50 4.00 bohr
V0, Dss, Dpp: 3.00 -1.00 -0.20 Ha
widths well, beta, trial, Q1, Q2: 0.70 0.50 0.70 0.40 0.60 bohr
qss, qpp: 0.60 0.40 
dsp: 0.15 bohr
sss spp (Q1), sss spp (Q2): 0.096 0.192 0.216 0.432 bohr^2
plane waves 49 , grid points per cell 64 , real-space N 32
gap above band 2: 1.1312 Ha
min projection singular value: 0.9917 
max error S-orthonormality, K_b identity: 3.5e-16 3.6e-15 
pairs below are (w1, w2)
P_s home cell (real): 0.762989 -0.010488 
P_p home cell (real): 0.016547 0.085725 
bare norm: 0.650591 0.996927 
augmentation charge: 0.349409 0.003073 
bare <w1,0|w2,0>, <w1,0|w2,-1>, <w1,0|w1,-1>: 0.004252 0.001733 -0.001094 
int x|w|^2: 1.007136 3.953867 bohr
X q term: 0.524121 0.005012 bohr
d term: 0.003788 -0.000257 bohr
centre int x rho: 1.535045 3.958622 bohr
centre: 0.812311 2.094813 angstrom
int x^2|w|^2: 1.812847 16.011275 bohr^2
X^2 q term: 0.786486 0.010554 bohr^2
2Xd term: 0.011388 -0.000621 bohr^2
s term: 0.055942 0.001452 bohr^2
int x^2 rho: 2.666663 16.022659 bohr^2
spread: 0.310301 0.351968 bohr^2
spread: 0.086893 0.098561 angstrom^2
Omega, Omega_I from moments: 0.662269 0.662072 bohr^2
MV: N | b (1/bohr), centres (bohr), spreads, Omega_I (bohr^2)
  8 | 0.130900 1.534762 3.958879 0.308836 0.350372 0.658478 
 16 | 0.065450 1.534974 3.958687 0.309933 0.351568 0.661169 
 32 | 0.032725 1.535027 3.958639 0.310209 0.351868 0.661846 
 64 | 0.016362 1.535040 3.958626 0.310278 0.351943 0.662016 
128 | 0.008181 1.535044 3.958623 0.310295 0.351962 0.662058 
extrapolated: 1.535045 3.958622 0.310301 0.351968 0.662072 
error ratio 64/128: 4.000 4.000 4.000 4.000 4.000 
linear form error/b^2: 0.9406 23.1637 bohr^4
<x^4>/12: 0.9406 23.1647 bohr^4
N=32 shifted by 2 cells, centres: 13.535027 15.958639 bohr
  spreads: 0.310209 0.351868 bohr^2
point-Q MV centres: 1.531257 3.958880 bohr
point-Q MV spreads: 0.254585 0.349101 bohr^2
Berry i<u|S du> (real): 1.536453 3.960097 bohr
Berry -q P*<beta|x-tau|psi> (real): -0.005197 -0.001218 bohr
Berry d P*P (real): 0.003788 -0.000257 bohr
Berry sum: 1.535045 3.958622 bohr
defect Delta k-space (Q1, Q2): 0.027526 0.099269 bohr^2
defect Delta real space (Q1, Q2): 0.027526 0.099269 bohr^2
interband part Omega_I - Delta (Q1): 0.634546 bohr^2
Q2 centres: 1.535045 3.958622 bohr
Q2 spreads: 0.380229 0.353783 bohr^2
sum ds P*P: 0.069928 0.001815 bohr^2
rotation angle of second gauge: 0.50 rad
rotated gauge Omega (Q1): 2.720602 bohr^2
dOmega formula, rotated gauge, dOmega_I: 0.071743 0.071743 0.071743 bohr^2
success
```
